# Berry Flux and Monopole Charges of a Spin-One Band Node: a program that tests the result

```python
"""Berry monopole charges of the spin-one node H(k) = hbar*v k.S.

Result under test: with A = i<u|grad u>, F = curl A and outward normal,
band m (energy m*hbar*v*|k|) has F = -m k/|k|^3, flux -4 pi m and
charge C = flux/(2 pi) = -2m, that is +2, 0, -2 in ascending energy.
Symbols: k wave vector (1/nm), S spin matrices, hv = hbar*v (eV nm),
b coefficient of the quadratic term (eV nm^2), lam spin-orbit strength (eV).
Model parameters are round values, not a calculation of a real material.
"""
import numpy as np
import sympy as sp
from scipy import constants as const


def spin_matrices(s):
    """Spin matrices in the basis m = s, s-1, ..., -s."""
    m = np.arange(s, -s - 1, -1)
    raising = np.diag(np.sqrt(s * (s + 1) - m[1:] * (m[1:] + 1)), 1)
    lowering = raising.T
    return np.array([(raising + lowering) / 2,
                     (raising - lowering) / 2j,
                     np.diag(m)], dtype=complex)


S = spin_matrices(1.0)
half = spin_matrices(0.5)
sigma = 2 * half
S_squared = np.array([a @ a for a in S])

hv = 0.1
radius = 1.0
b = const.hbar**2 / (2 * const.m_e) / const.e * 1e18
so_splitting = 0.020
lam = so_splitting / 3
temperature = 300.0
lifetime = 30e-15
film = 10.0


def h_linear(k):
    return hv * np.einsum('...i,iab->...ab', k, S)


def h_quadratic(k):
    return h_linear(k) + b * np.einsum('...i,iab->...ab', k**2, S_squared)


spin_orbit = lam * sum(np.kron(S[i], sigma[i]) for i in range(3))


def with_spin(h):
    """Add electron spin and the coupling lam S.sigma to a 3-band model."""
    def h6(k):
        h3 = h(k)
        big = np.einsum('...ab,cd->...acbd', h3, np.eye(2))
        return big.reshape(h3.shape[:-2] + (6, 6)) + spin_orbit
    return h6


def sphere_charges(h, r, centre=(0, 0, 0), group=1, n=48):
    """Charges of groups of bands from plaquette phases; smallest group gap."""
    theta = np.linspace(0, np.pi, n + 1)[:, None]
    phi = 2 * np.pi * np.arange(2 * n)[None, :] / (2 * n)
    k = r * np.stack([np.sin(theta) * np.cos(phi),
                      np.sin(theta) * np.sin(phi),
                      np.cos(theta) + 0 * phi], axis=-1) + np.array(centre)
    energy, vec = np.linalg.eigh(h(k))
    dim = energy.shape[-1]
    gap = min((energy[..., j] - energy[..., j - 1]).min()
              for j in range(group, dim, group))
    charges = []
    for j in range(0, dim, group):
        u = vec[..., j:j + group]
        u_next = np.roll(u, -1, axis=1)

        def link(a, c):
            return np.linalg.det(np.swapaxes(a.conj(), -1, -2) @ c)

        loop = (link(u[:-1], u[1:]) * link(u[1:], u_next[1:])
                * link(u_next[1:], u_next[:-1]) * link(u_next[:-1], u[:-1]))
        flux = -np.angle(loop)
        assert np.abs(flux).max() < 1.0  # mesh resolves the curvature
        charges.append(flux.sum() / (2 * np.pi))
    return np.array(charges), gap


def same(values, expected):
    return np.allclose(values, expected, atol=1e-8)


# Spectrum and local curvature at a general point.
k0 = np.array([0.3, -0.5, 0.7])
k_len = np.linalg.norm(k0)
m_values = np.array([-1, 0, 1])
assert np.allclose(np.linalg.eigvalsh(h_linear(k0)), hv * k_len * m_values)


def loop_curvature(k, side=0.01):
    """Curvature from Berry phases of three small squares about k."""
    result = np.zeros((3, 3))
    for i in range(3):
        e1, e2 = np.eye(3)[(i + 1) % 3], np.eye(3)[(i + 2) % 3]
        corners = np.array([k + side / 2 * (p * e1 + q * e2)
                            for p, q in ((-1, -1), (1, -1), (1, 1), (-1, 1))])
        vec = np.linalg.eigh(h_linear(corners))[1]
        for band in range(3):
            u = vec[:, :, band]
            product = np.prod([np.vdot(u[j], u[(j + 1) % 4])
                               for j in range(4)])
            result[band, i] = -np.angle(product) / side**2
    return result


def neighbour_terms(k):
    """Sum-over-states curvature, resolved by the other band."""
    energy, vec = np.linalg.eigh(h_linear(k))
    grad = np.array([vec.conj().T @ (hv * a) @ vec for a in S])
    terms = np.zeros((3, 3, 3))
    for p in range(3):
        for q in range(3):
            if p != q:
                value = 1j * np.cross(grad[:, p, q], grad[:, q, p])
                terms[p, q] = value.real / (energy[p] - energy[q])**2
    return terms


formula = -m_values[:, None] * k0 / k_len**3
measured = loop_curvature(k0)
# Finite squares average the curvature: relative error of order side^2/k^2.
assert np.allclose(measured, formula, atol=2e-3)
assert np.allclose(neighbour_terms(k0).sum(axis=1), measured, atol=2e-3)
radial = neighbour_terms(k0) @ k0 / k_len * k_len**2
assert np.allclose(radial, [[0, 1, 0], [-1, 0, 1], [0, -1, 0]], atol=1e-10)

# Explicit spinors: eigenvalue equation, connection and flux.
th, ph = sp.symbols('theta phi', real=True)
c, s, z = sp.cos(th), sp.sin(th), sp.exp(sp.I * ph)
r2 = sp.sqrt(2)
n_dot_s = sp.Matrix([[c, s / z / r2, 0],
                     [s * z / r2, 0, s / z / r2],
                     [0, s * z / r2, -c]])
spinors = {1: sp.Matrix([(1 + c) / 2, s * z / r2, (1 - c) * z**2 / 2]),
           0: sp.Matrix([-s / r2, c * z, s * z**2 / r2]),
           -1: sp.Matrix([(1 - c) / 2, -s * z / r2, (1 + c) * z**2 / 2])}
connection = {1: -(1 - c), 0: sp.Integer(-1), -1: -(1 + c)}
spinor_flux = {}
for m, u in spinors.items():
    residual = (n_dot_s * u - m * u).applyfunc(
        lambda x: sp.simplify(sp.expand(x)))
    assert residual == sp.zeros(3, 1)
    bra = u.conjugate().T
    assert sp.simplify(sp.expand((bra * u)[0])) == 1
    a_theta = sp.simplify(sp.expand(sp.I * (bra * u.diff(th))[0]))
    a_phi = sp.simplify(sp.expand(sp.I * (bra * u.diff(ph))[0]))
    assert a_theta == 0
    assert sp.simplify(a_phi - connection[m]) == 0
    spinor_flux[m] = sp.integrate(sp.diff(a_phi, th), (th, 0, sp.pi)) \
        * 2 * sp.pi
    assert sp.simplify(spinor_flux[m] + 4 * sp.pi * m) == 0

# Total charges, surface independence and dependence on the sign of v.
charge, gap = sphere_charges(h_linear, radius)
assert same(charge, [2, 0, -2])
shifted = sphere_charges(h_linear, radius, (0.5, 0, 0))[0]
outside = sphere_charges(h_linear, radius, (1.5, 0, 0))[0]
reverse = sphere_charges(lambda k: -h_linear(k), radius)[0]
weyl = sphere_charges(
    lambda k: hv * np.einsum('...i,iab->...ab', k, half), radius)[0]
assert same(shifted, [2, 0, -2]) and same(outside, [0, 0, 0])
assert same(reverse, [-2, 0, 2]) and same(weyl, [1, -1])

# Quadratic dispersion: result holds until the sphere meets new nodes.
k_c = hv / b
charge_b, gap_b = sphere_charges(h_quadratic, radius)
outer_radius = 4.0
charge_outer = sphere_charges(h_quadratic, outer_radius, n=64)[0]
charge_node = sphere_charges(h_quadratic, 0.2, (k_c, 0, 0))[0]
axis_energy = np.linalg.eigvalsh(h_quadratic(np.array([k_c, 0, 0])))
assert radius < k_c < outer_radius
assert abs(axis_energy[1] - axis_energy[0]) < 1e-12
assert same(charge_b, [2, 0, -2]) and gap_b > 0
assert same(charge_node[0], -1)
assert same(charge_outer, [-4, 6, -2])

# Electron spin: pairs of bands, inside and outside the touching radius.
k_so = 2 * lam / hv
h_so = with_spin(h_linear)
node_levels = np.linalg.eigvalsh(h_so(np.zeros(3)))
assert np.allclose(node_levels, [-2 * lam] * 2 + [lam] * 4)
touch = np.linalg.eigvalsh(h_so(np.array([0, 0, k_so])))
assert abs(touch[2] - touch[1]) < 1e-12
inner_radius = 0.05
pairs, gap_so = sphere_charges(h_so, radius, group=2)
pairs_inner = sphere_charges(h_so, inner_radius, group=2)[0]
pairs_all, gap_all = sphere_charges(with_spin(h_quadratic), radius, group=2)
assert inner_radius < k_so < radius
assert same(pairs, [4, 0, -4]) and same(pairs_inner, [0, 4, -4])
assert same(pairs_all, [4, 0, -4]) and gap_all > 0

velocity = hv * 1e-9 * const.e / const.hbar
thermal = const.k * temperature / const.e
broadening = const.hbar / lifetime / const.e
film_step = hv * np.pi / film
example = neighbour_terms(np.array([0, 0, radius]))[:, :, 2]
levels = np.linalg.eigvalsh(h_linear(np.array([0, 0, radius])))


def ints(values):
    return ', '.join(f'{int(round(x)):+d}' if round(x) else '0'
                     for x in values)


print(f'hbar*v = {hv:.3f} eV nm; velocity = {velocity:.3e} m/s')
print(f'sphere radius = {radius:.2f} 1/nm')
print('Bands are listed in ascending energy')
for i, m in enumerate(m_values):
    print(f'm={m:+d}: energy = {1e3 * levels[i]:.1f} meV, '
          f'radial curvature = {example[i].sum():.3f} nm^2')
    print(f'  flux = {2 * np.pi * charge[i]:.4f} rad, '
          f'charge = {ints([charge[i]])}')
print(f'm=0 curvature from m=+1: {example[1, 2]:+.3f} nm^2')
print(f'm=0 curvature from m=-1: {example[1, 0]:+.3f} nm^2')
print(f'gap on sphere, linear model = {1e3 * gap:.1f} meV')
print('charges, sphere centre shifted 0.5 1/nm:', ints(shifted))
print('charges, sphere centre shifted 1.5 1/nm:', ints(outside))
print('charges with v reversed:', ints(reverse))
print('spin one-half charges:', ints(weyl))
print(f'quadratic coefficient b = {b:.5f} eV nm^2')
print(f'quadratic energy b k^2 = {1e3 * b * radius**2:.1f} meV')
print(f'gap with quadratic term = {1e3 * gap_b:.1f} meV')
print('charges with quadratic term:', ints(charge_b))
print(f'new axis nodes at k_c = {k_c:.3f} 1/nm')
print('lower-band charge of one axis node:', ints(charge_node[:1]))
print(f'charges at k = {outer_radius:.1f} 1/nm:', ints(charge_outer))
print(f'spin-orbit splitting = {1e3 * so_splitting:.1f} meV; '
      f'lambda = {1e3 * lam:.3f} meV')
print(f'pair touching radius = {k_so:.4f} 1/nm')
print('pair charges on example sphere:', ints(pairs))
print(f'pair charges at k = {inner_radius:.2f} 1/nm:', ints(pairs_inner))
print(f'pair gap with spin-orbit only = {1e3 * gap_so:.1f} meV')
print(f'pair gap with both terms = {1e3 * gap_all:.1f} meV')
print('pair charges with both terms:', ints(pairs_all))
print(f'thermal energy at {temperature:.0f} K = {1e3 * thermal:.1f} meV')
print(f'lifetime = {lifetime * 1e15:.0f} fs; '
      f'broadening hbar/tau = {1e3 * broadening:.1f} meV')
print(f'mean free path v*tau = {velocity * lifetime * 1e9:.2f} nm')
print(f'film thickness = {film:.0f} nm; '
      f'level spacing scale = {1e3 * film_step:.1f} meV')
print('all assertions hold')
```

Running it gives:

```
hbar*v = 0.100 eV nm; velocity = 1.519e+05 m/s
sphere radius = 1.00 1/nm
Bands are listed in ascending energy
m=-1: energy = -100.0 meV, radial curvature = 1.000 nm^2
  flux = 12.5664 rad, charge = +2
m=+0: energy = 0.0 meV, radial curvature = 0.000 nm^2
  flux = 0.0000 rad, charge = 0
m=+1: energy = 100.0 meV, radial curvature = -1.000 nm^2
  flux = -12.5664 rad, charge = -2
m=0 curvature from m=+1: +1.000 nm^2
m=0 curvature from m=-1: -1.000 nm^2
gap on sphere, linear model = 100.0 meV
charges, sphere centre shifted 0.5 1/nm: +2, 0, -2
charges, sphere centre shifted 1.5 1/nm: 0, 0, 0
charges with v reversed: -2, 0, +2
spin one-half charges: +1, -1
quadratic coefficient b = 0.03810 eV nm^2
quadratic energy b k^2 = 38.1 meV
gap with quadratic term = 61.9 meV
charges with quadratic term: +2, 0, -2
new axis nodes at k_c = 2.625 1/nm
lower-band charge of one axis node: -1
charges at k = 4.0 1/nm: -4, +6, -2
spin-orbit splitting = 20.0 meV; lambda = 6.667 meV
pair touching radius = 0.1333 1/nm
pair charges on example sphere: +4, 0, -4
pair charges at k = 0.05 1/nm: 0, +4, -4
pair gap with spin-orbit only = 92.4 meV
pair gap with both terms = 54.6 meV
pair charges with both terms: +4, 0, -4
thermal energy at 300 K = 25.9 meV
lifetime = 30 fs; broadening hbar/tau = 21.9 meV
mean free path v*tau = 4.56 nm
film thickness = 10 nm; level spacing scale = 31.4 meV
all assertions hold
```
